Exact exchange with selected-column localized orbitals and overlap screening

**1. Definitions and conventions**

Hartree atomic units are used. The system is a closed-shell insulator in a periodic cell of volume Ω, sampled at the Gamma point, with N real, doubly occupied spatial orbitals ψ_i. Orbitals are stored on N_g grid points. Each point has weight w = h^d, where h is the grid step and d the dimension. The grid is fine enough to hold the product of two orbitals without aliasing.

For real orthonormal orbitals φ_i spanning the occupied space, define

ρ_ij(r) = φ_i(r)φ_j(r)
ρ_ij(G) = ∫ ρ_ij(r) exp(−iG·r) dr
K_ij = (1/Ω) Σ_G v(G)|ρ_ij(G)|².

The kernel satisfies 0 ≤ v(G) ≤ v_max. An example is the screened interaction erfc(ωr)/r, for which

v(G) = (4π/G²)[1 − exp(−G²/4ω²)] ≤ π/ω²,

because 1 − exp(−y) ≤ y. The bare Coulomb kernel is unbounded at small G and is treated separately in section 4.

Each spin contributes −½Σ_ij K_ij to the exchange energy, so the two spins together give

E_x = −Σ_ij K_ij.

The exchange operator acting on a function f of either spin is

(V_x f)(r) = −Σ_j φ_j(r) ∫ v(r−r')φ_j(r')f(r') dr',

and E_x = Σ_i ⟨φ_i|V_x|φ_i⟩.

**2. Freedom of gauge**

Let φ_k = Σ_i ψ_i U_ik with U orthogonal. Then

Σ_k φ_k(r)φ_k(r') = Σ_ij ψ_i(r)[UUᵀ]_ij ψ_j(r') = Σ_i ψ_i(r)ψ_i(r') ≡ P(r,r').

Writing K_ij in real space and summing over both indices gives

E_x = −∬ P(r,r')² v(r−r') dr dr'.

The operator has the kernel −P(r,r')v(r−r'). Both depend on P alone and are therefore unchanged by U. Individual K_ij do change, and this is what screening exploits: localized orbitals concentrate the same total in few pairs.

The argument needs equal occupations. With occupations f_i, P = Σ_i f_i ψ_iψ_i is preserved by U only if U commutes with the diagonal matrix f. One may instead rotate the weighted functions √f_i ψ_i, but these are not normalized, and the formulas below must then be changed.

**3. Localized orbitals from selected columns**

Let Ψ be the N_g × N orbital matrix and X = √w Ψ, so that XᵀX = 1. The grid projector is p = XXᵀ. QR factorization of Xᵀ with column pivoting selects N grid points C. With X_C the corresponding rows of X, set

A = p_CC = X_C X_Cᵀ
√w Φ = p[:,C] A^(−1/2).

Since p[:,C] = X X_Cᵀ, this is Φ = ΨU with U = X_Cᵀ A^(−1/2). Moreover,

UᵀU = A^(−1/2) X_C X_Cᵀ A^(−1/2) = 1,

so the square matrix U is orthogonal. No iterative minimization is involved.

Rotating the input orbitals multiplies Xᵀ from the left by an orthogonal matrix. This leaves all residual column norms unchanged, so in the absence of ties the pivots are unchanged. Because Φ is built from p and C, it is then also independent of the input gauge, once the columns are put in a fixed order.

Locality follows from three assumptions, each uniform in system size at fixed grid:

- The projector decays as |p(r,r')| ≤ B exp(−α|r−r'|), as expected for a gapped system.
- The selected points have bounded density.
- The smallest eigenvalue a of A stays above a positive constant.

The third assumption can be monitored through the condition number κ of A. The largest eigenvalue is at least the mean diagonal element of A, so a is at least that mean divided by κ. Pivoting alone does not guarantee a size-independent κ.

To show that A^(−1/2) decays, fix an index j and let F be the diagonal matrix of distances F_i = d_ij from centre j. For 0 < t < α, define A_t = exp(tF) A exp(−tF). The triangle inequality gives |F_i − F_k| ≤ d_ik, hence

|(A_t − A)_ik| ≤ |A_ik|[exp(t d_ik) − 1].

The row and column sums of the right side are bounded by a number δ(t) that tends to zero with t, independently of N. The norm of A_t − A is therefore at most δ(t). Choose t so that δ(t) ≤ a/2. Using

A^(−1/2) = (1/π) ∫₀^∞ s^(−1/2) (A+s)^(−1) ds

and ‖(A_t+s)^(−1)‖ ≤ 1/(s+a/2), we find

‖exp(tF) A^(−1/2) exp(−tF)‖ ≤ (1/π) ∫₀^∞ s^(−1/2)/(s+a/2) ds = √(2/a).

The (i,j) element, with F_j = 0, gives

|(A^(−1/2))_ij| ≤ √(2/a) exp(−t d_ij).

Each φ_i is a sum of columns of p weighted by these elements. For every term,

exp(−α|r−c_j|) exp(−t d_ij) ≤ exp(−t|r−c_i|) exp[−(α−t)|r−c_j|],

again by the triangle inequality. The sum over j of the last factor is bounded, so |φ_i(r)| ≤ Q exp(−t|r−c_i|) with Q independent of N.

**4. Screening and its energy error**

Define the density overlap and its normalized form,

D_ij = ∫ φ_i² φ_j² dr
o_ij = D_ij/√(D_ii D_jj).

The Cauchy–Schwarz inequality gives 0 ≤ o_ij ≤ 1, with o_ii = 1. A pair is kept if o_ij ≥ ε. Parseval's relation gives

K_ij ≤ v_max (1/Ω) Σ_G |ρ_ij(G)|² = v_max D_ij.

All K_ij are non-negative, so dropping pairs makes E_x less negative:

0 ≤ E_x(screened) − E_x ≤ v_max Σ_dropped D_ij.

The sum runs over ordered pairs, so each unequal pair counts twice. The inequality holds at fixed orbitals. It does not by itself bound the total-energy change after self-consistency.

For the bare Coulomb kernel in three dimensions, the smallest nonzero |G| in a cubic cell of side L is 2π/L, where v = L²/π. The bound above therefore deteriorates with size. Orthogonality helps, because ρ_ij(G=0) = 0 for i ≠ j. Hence, for any centre c,

|ρ_ij(G)| = |∫ ρ_ij {exp[−iG·(r−c)] − 1} dr| ≤ |G| m_ij
m_ij = ∫ |r−c||ρ_ij| dr.

Split the G sum at a fixed G₀. In a large cell the region |G| < G₀ contributes at most 4πm_ij² times G₀³/(6π²), the number of G vectors per unit volume. The remainder is bounded by Parseval's relation:

K_ij ≲ (2/3π) G₀³ m_ij² + 4πD_ij/G₀².

Both terms decay exponentially with separation, so distant pairs can again be neglected. The error estimate should then include m_ij as well as D_ij. This case is not part of the numerical example.

**5. Why the number of pairs is linear**

Insert the orbital bound into D_ij. Since |r−c_i| + |r−c_j| ≥ d_ij, half of the exponent can be used to extract the separation:

D_ij ≤ Q⁴ exp(−t d_ij) ∫ exp(−t|r−c_i|) dr.

The normalization D_ii cannot become arbitrarily small. Some ball of fixed volume V₀ holds at least half the norm of φ_i, and Cauchy–Schwarz gives (1/2)² ≤ V₀D_ii. Therefore

o_ij ≤ S exp(−γd_ij)

for constants S and γ independent of N. A kept pair must satisfy

d_ij ≤ R = ln(S/ε)/γ.

A ball of radius R contains a bounded number of centres, at most of order R^d when R is large. The number of kept pairs is thus at most a constant times N. At fixed ε the error per orbital is also bounded independently of N, while the total error may grow linearly. In cells so small that every pair has o_ij ≥ ε, all N(N+1)/2 pairs survive and the growth is quadratic. R is only an upper limit on the separation of kept pairs, so linear growth can already appear in cells shorter than 2R.

**6. Error of the operator**

The operator is less forgiving than the energy. A dropped term in V_xφ_i has norm

‖φ_j (v∗ρ_ij)‖₂ ≤ ‖φ_j‖_∞ v_max ‖ρ_ij‖₂ = ‖φ_j‖_∞ v_max √D_ij.

Summing over dropped j bounds the error of the screened action W_i. Near the threshold D_ij is proportional to ε, so for exponential tails the energy error is expected to scale roughly as ε and the operator error as √ε. The threshold should be set by whichever quantity is needed.

Screening also disturbs symmetry. Let N(i) be the set of partners of i, and let (kj|ji) denote the interaction of ρ_kj with ρ_ji. The matrix elements are

M_ki = ⟨φ_k|W_i⟩ = −Σ_{j∈N(i)} (kj|ji)
M_ik = −Σ_{j∈N(k)} (kj|ji).

The integrals agree but the sets of j differ. Replacing M by (M+Mᵀ)/2 restores symmetry and leaves the diagonal, and hence the screened energy, unchanged. If M is then factorized to build a compressed exchange operator, −M must also be positive definite. A Cholesky factorization checks this, and its failure calls for a smaller ε.

**7. Pseudocode**

input: Ψ, grid weight w, kernel v, threshold ε
    X ← √w Ψ
    C ← first N pivots of QR with column pivoting of Xᵀ
    A ← X_C X_Cᵀ; check its condition number
    U ← X_Cᵀ A^(−1/2); Φ ← ΨU
    make a neighbour list from the positions of C
    for each listed pair, compute o_ij; keep it if o_ij ≥ ε
    set E ← 0 and all W_i ← 0
    for each kept pair i ≤ j:
        form ρ_ij in a box containing the pair
        u ← v∗ρ_ij by FFT in that box
        K ← ∫ ρ_ij u dr
        if i = j: E ← E − K; W_i ← W_i − φ_i u
        else: E ← E − 2K; W_i ← W_i − φ_j u; W_j ← W_j − φ_i u
    return E and V_xψ_i = Σ_k U_ik W_k

The last line uses ψ_i = Σ_k U_ik φ_k. One Poisson solution serves both members of a pair. The neighbour list should reach at least to R; a shorter list may drop pairs that the threshold would keep.

**8. Cost and the fixed box**

A linear number of pairs does not make the whole method linear. If every pair is transformed on the full grid, the cost is O(N · N_g log N_g), which is O(N² log N) because N_g grows with N. Boxes of fixed size reduce the pair work to O(N). The box must contain the pair density and leave a margin longer than the interaction range, so that periodic images do not interact. For erfc(ωr)/r this margin is a few times 1/ω. The bare Coulomb interaction needs an isolated-box Poisson solver instead.

Pivoted QR and the dense rotations cost O(N_g N²), which is cubic in system size. Testing all overlaps densely has the same order; a neighbour list avoids it.

**9. Worked example: an insulating chain**

The model is a periodic chain of Gaussian wells, with depth 1.5 hartree, width 1 bohr and mean spacing 4 bohr. Each well is shifted at random by up to 0.1 bohr, and there is one doubly occupied orbital per well. The orbitals are eigenstates of this fixed potential; self-consistency and correlation are left out. For 128 wells the gap is 0.543 hartree.

All orbitals share the transverse density exp(−s²/b²)/(πb²), where s is the distance from the axis and b = 1 bohr. Its Fourier transform is exp(−k²b²/4), which enters squared. With u = k² + q², averaging the three-dimensional kernel gives

v(q) = ∫ d²k/(2π)² exp(−k²b²/2) (4π/u)[1 − exp(−u/4ω²)]
     = ∫_{q²}^∞ (du/u) exp[−(u−q²)b²/2][1 − exp(−u/4ω²)]
     = e^x [E₁(x) − E₁(x + q²/4ω²)],  x = q²b²/2.

Here d²k = π du after the angular integral, and E₁(x) = ∫_x^∞ e^(−y)/y dy. The kernel decreases with q, because the three-dimensional kernel does. Its maximum follows from E₁(x) ≈ −ln x − constant at small x:

v_max = ln[1 + 1/(2ω²b²)] = ln 13.5 = 2.603 hartree bohr

for ω = 0.2 bohr⁻¹. Direct quadrature of the real-space interaction confirms the closed form at four values of q.

For 32 wells, the canonical orbitals, the localized orbitals and the density-matrix integral all give E_x = −17.659677 hartree. A momentum cutoff 1.75 times larger lowers this value by 1×10⁻⁷ hartree, so the last digit depends on the basis.

At ε = 10⁻⁶ the numbers of kept pairs, counting i = j, are 32, 64, 128, 256 and 512 for N = 8, 16, 32, 64 and 128. This is four per orbital: the orbital itself and three neighbours on one side, the other side being counted from the partner. The farthest kept pair at N = 128 is 12 bohr apart. The condition number of A stays near 1.28. The canonical orbitals of the same 128-well chain keep 8255 of 8256 pairs, so it is the gauge that makes screening effective.

An envelope fitted at N = 32 to overlaps above 10⁻¹², with a tenfold safety margin, has S = 2.207 and γ = 0.7833 bohr⁻¹. It is a fit, not a rigorous bound: at N = 128 it holds for the first six neighbour shells, but some overlaps below 10⁻⁹ exceed it. It predicts

R = ln(2.207/10⁻⁶)/0.7833 ≈ 18.65 bohr.

On the grid of step 0.25 bohr the selected centres are at least 4 bohr apart, so N = 128 allows at most 128(1 + 18.65/4) ≈ 725 pairs. The actual 512 respect this bound. The positions of the centres depend on the grid. With half the step the smallest distance is 3.75 bohr, the bound is about 765 and the farthest kept pair is 12.25 bohr apart, while the count remains 512.

The energy error at N = 128 and ε = 10⁻⁶ is 1.5×10⁻⁷ hartree per orbital (4.1×10⁻⁶ eV), relative to the unscreened value of −0.551864 hartree per orbital. The bound is 3.9×10⁻⁷ hartree. Between ε = 10⁻³ and 10⁻⁹ the mean power of ε is 0.91 for the energy and, at N = 32, 0.44 for the operator. These are close to the expected 1 and 1/2. Exact powers are not expected, because neighbours enter in shells: 256, 384, 512, 640 and 768 pairs are complete shells, while 371 and 686 are partly filled ones.

At N = 32 and ε = 10⁻⁶ the largest operator error is 1.4×10⁻⁴ hartree and the largest asymmetry of M is 2.2×10⁻⁵ hartree. With the points selected on a grid of half the step these become 1.5×10⁻⁴ and 1.7×10⁻⁵ hartree. An energy that looks converged can thus accompany a visibly less accurate operator.

Solving each kept pair at N = 128 in a 64-bohr box reproduces the screened energy of −70.638586 hartree. The boxes contain 512 × 256 = 131,072 points in total. All pairs on the full grid would require 8256 × 2048 = 16,908,288 points, 129 times as many.

**10. Three dimensions and a metal**

In a cubic potential V(x)+V(y)+V(z), products of chain orbitals span the occupied space if the highest occupied sum of energies lies below the lowest excited one. The gap is about 0.30 hartree in the cells studied. On the product set of selected points, p and A are tensor products, and so is A^(−1/2). The localized orbitals are therefore products, and o_ij is a product of three chain overlaps. The product set is imposed here, not found by a three-dimensional QR.

At ε = 10⁻⁶ the kept pairs per orbital are 17.5, 19.8, 19.1 and 19.3 for N = 64, 512, 4096 and 13,824. The smallest cell has four wells per side, so no neighbour is more than two wells away along any axis, and its count is not representative. If every orbital kept the same complete shells of neighbours, the count per orbital would be a multiple of one half. In the three larger cells it is not, so at least one shell has overlaps on both sides of the threshold, and the share kept depends on the random shifts and on the grid. Without shifts these three cells keep 16 pairs per orbital, and the shell displaced by (2,1,0) wells has o = 8×10⁻⁷, just below the threshold. With shifts and half the grid step the counts are 19.4, 18.9 and 19.1. In the largest cell 266,976 pairs survive out of 95,558,400, or 0.28%. The prefactor is larger than in the chain, but the growth is again linear.

In this fixed-potential model, an ordered chain with its lowest band half filled is metallic. The finite cells used here hold one orbital more than half, which closes the shell. At the same threshold it keeps all 561 pairs for 33 orbitals and all 2145 for 65. Its density matrix decays algebraically, so the exponential estimate of R does not apply. These sizes show no saving from screening; they do not determine the behaviour of an infinite metal.

**11. Failure modes to check**

- A growing condition number of A can signal poor pivots or a closing gap, but a small one does not by itself prove that the orbitals are local. Inspect the orbital tails before trusting the pair list.
- Near ties between pivots, for instance between points equivalent by symmetry, can make C change between iterations. For a given density matrix the unscreened exchange is unaffected, but the screened energy may jump by up to the larger of the two screening errors. Reusing the previous C avoids this while A remains well conditioned.
- A pair crossing the threshold during a geometry change makes the screened energy discontinuous. Fix the pair list over a short displacement, or lower ε until the jump is harmless.
- A box that is too short cuts orbital tails or admits image interactions. Enlarge it at fixed ε to separate this error from screening.

The numerical output gives the remaining thresholds and bounds.

Numbers as computed

```
well depth 1.5 hartree, width 1.0 bohr, spacing 4.0 bohr
random shifts up to 0.1 bohr; grid step 0.25 bohr
transverse b 1.0 bohr; omega 0.2 1/bohr; eps 1e-06
largest kernel value v_max 2.60269 hartree bohr
N 8: kept pairs 32 of 36, per orbital 4.000, cond 1.279
N 16: kept pairs 64 of 136, per orbital 4.000, cond 1.279
N 32: kept pairs 128 of 528, per orbital 4.000, cond 1.282
N 64: kept pairs 256 of 2080, per orbital 4.000, cond 1.282
N 128: kept pairs 512 of 8256, per orbital 4.000, cond 1.284
N 128: band -1.0554 to -0.9336, gap 0.5432 hartree
N 32: E_x canonical -17.659677442 hartree
N 32: E_x localized -17.659677442 hartree
N 32: E_x from density matrix -17.659677442 hartree
N 32 operator, eps 1e-03: max error 3.012e-03, bound 3.588e-02, asymmetry 6.422e-04 hartree
N 32 operator, eps 1e-06: max error 1.405e-04, bound 1.422e-03, asymmetry 2.194e-05 hartree
N 32 operator, eps 1e-09: max error 7.277e-06, bound 7.364e-05, asymmetry 1.168e-06 hartree
N 128: E_x per orbital -0.55186410 hartree
N 128, eps 1e-03: pairs 256, error per orbital 9.949e-05, bound 2.602e-04 hartree
N 128, eps 1e-04: pairs 371, error per orbital 1.016e-05, bound 2.622e-05 hartree
N 128, eps 1e-05: pairs 384, error per orbital 3.544e-06, bound 9.176e-06 hartree
N 128, eps 1e-06: pairs 512, error per orbital 1.522e-07, bound 3.931e-07 hartree
N 128, eps 1e-07: pairs 640, error per orbital 7.227e-09, bound 1.864e-08 hartree
N 128, eps 1e-08: pairs 686, error per orbital 4.104e-09, bound 1.054e-08 hartree
N 128, eps 1e-09: pairs 768, error per orbital 3.642e-10, bound 9.399e-10 hartree
mean power of eps: energy 0.906, operator 0.436
N 128: pairs kept with canonical orbitals 8255
overlap decay rate from N 32: 0.7833 1/bohr
envelope prefactor with tenfold margin: 2.2066
predicted reach 18.647 bohr; farthest kept at N 128 12.000 bohr
smallest centre distance 4.000 bohr; pair bound 724.7
box length 64.0 bohr; screened E_x full cell -70.63858555 hartree
screened E_x from boxes -70.63858555 hartree
grid points transformed: boxes 131072, all pairs in full cell 16908288
metal, 33 orbitals: kept pairs 561 of 561
metal, 65 orbitals: kept pairs 2145 of 2145
3D, N 64: kept pairs 1120, per orbital 17.500, gap 0.3015 hartree
3D, N 512: kept pairs 10112, per orbital 19.750, gap 0.3000 hartree
3D, N 4096: kept pairs 78208, per orbital 19.094, gap 0.3010 hartree
3D, N 13824: kept pairs 266976, per orbital 19.312, gap 0.2998 hartree
```
